# Anisotropic elastic field of the ½⟨111⟩ screw in cubic metals: test program

```python
# Screw dislocation b = 1/2[111] in a cubic crystal, anisotropic linear elasticity.
# Result under test: energy per length = K b^2/(4 pi) ln(R/r0), K = sqrt(G1 G2),
#   G1 = C44r - C15r^2/C66r,  G2 = C44r - C15r^2/C11r,
# where the suffix r marks constants in the axes [11-2], [-110], [111] (line along axis 3).
# C15r = H/(3 sqrt2), H = 2 C44 + C12 - C11, couples antiplane and in-plane displacements.
# In-plane part: u_r = sum X_k sin(k theta), u_theta = sum Y_k cos(k theta), k = 3, 9, 15, ...
# Moduli are in GPa, lengths in nm; the test fields use b = 1 and r = 1.
import itertools
from types import SimpleNamespace
import numpy as np
from scipy.constants import e as charge

PI = np.pi
AXES = np.array([[1, 1, -2], [-1, 1, 0], [1, 1, 1]], float)
AXES /= np.linalg.norm(AXES, axis=1)[:, None]
PAIR = {1: (0, 0), 2: (1, 1), 3: (2, 2), 4: (1, 2), 5: (0, 2), 6: (0, 1)}


def cubic_tensor(c11, c12, c44):
    c = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                c[i, i, i, i] = c11
            else:
                c[i, i, j, j] = c12
                c[i, j, i, j] = c[i, j, j, i] = c44
    return c


def rotate(c, r):
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, c)


def voigt(c, m, n):
    return c[PAIR[m] + PAIR[n]]


def about_line(degrees):
    a = np.radians(degrees)
    return np.array([[np.cos(a), np.sin(a), 0], [-np.sin(a), np.cos(a), 0], [0, 0, 1]])


def solve(c11, c12, c44):
    """Closed-form solution for b = 1."""
    s = SimpleNamespace()
    s.H = 2 * c44 + c12 - c11
    s.c11 = (c11 + c12 + 2 * c44) / 2
    s.c66 = (c11 - c12 + 4 * c44) / 6
    s.c44 = (c11 - c12 + c44) / 3
    s.c15 = s.H / (3 * np.sqrt(2))
    s.G1 = s.c44 - s.c15**2 / s.c66
    s.G2 = s.c44 - s.c15**2 / s.c11
    s.K = np.sqrt(s.G1 * s.G2)
    s.rho = (np.sqrt(s.G2) - np.sqrt(s.G1)) / (np.sqrt(s.G2) + np.sqrt(s.G1))
    n = np.arange(12)
    s.k = 6 * n + 3
    p = s.c15 / s.c66 * (1 + s.rho) * s.rho**n / (2 * PI)
    q = s.c15 / s.c11 * (1 - s.rho) * s.rho**n / (2 * PI)
    s.X = (s.k * p + q) / (s.k**2 - 1)
    s.Y = (p + s.k * q) / (s.k**2 - 1)
    s.bulk = (c11 + 2 * c12) / 3
    s.pressure = s.bulk * s.c15 / s.c11 * np.sqrt(s.G1 / s.G2) / (2 * PI)
    return s


def full_field(s):
    def u(x, y):
        t = np.arctan2(y, x)
        kt = np.multiply.outer(t, s.k)
        ur, ut = np.sin(kt) @ s.X, np.cos(kt) @ s.Y
        u3 = (t - np.angle(1 - s.rho * np.exp(6j * t)) / 3) / (2 * PI)
        return np.array([ur * np.cos(t) - ut * np.sin(t),
                         ur * np.sin(t) + ut * np.cos(t), u3])
    return u


def plain_screw(x, y):
    t = np.arctan2(y, x)
    return np.array([0 * t, 0 * t, t / (2 * PI)])


def gradient(u, x, y, h=1e-3):
    dx = (u(x + h, y) - u(x - h, y)) / (2 * h)
    dy = (u(x, y + h) - u(x, y - h)) / (2 * h)
    return np.stack([dx, dy, 0 * dx], axis=1)


def body_force(c, u, x, y, h=1e-3):
    mid = u(x, y)
    xx = (u(x + h, y) - 2 * mid + u(x - h, y)) / h**2
    yy = (u(x, y + h) - 2 * mid + u(x, y - h)) / h**2
    xy = (u(x + h, y + h) - u(x + h, y - h)
          - u(x - h, y + h) + u(x - h, y - h)) / (4 * h**2)
    return (c[:, 0, :, 0] @ xx + c[:, 1, :, 1] @ yy
            + (c[:, 0, :, 1] + c[:, 1, :, 0]) @ xy)


def angular_integral(c, points):
    """Energy-factor matrix from the unrotated cubic tensor, given in dislocation axes."""
    total = np.zeros((3, 3))
    for w in PI * (np.arange(points) + 0.5) / points:
        m = np.cos(w) * AXES[0] + np.sin(w) * AXES[1]
        n = -np.sin(w) * AXES[0] + np.cos(w) * AXES[1]
        mm = np.einsum('j,ijkl,l->ik', m, c, m)
        mn = np.einsum('j,ijkl,l->ik', m, c, n)
        nn = np.einsum('j,ijkl,l->ik', n, c, n)
        total += mm - mn @ np.linalg.solve(nn, mn.T)
    return AXES @ (total / points) @ AXES.T


# Rough two-figure inputs: C11, C12, C44 in GPa, lattice parameter in nm
metals = {'W': (520., 200., 160., 0.32),
          'Fe': (230., 130., 120., 0.29),
          'Nb': (250., 130., 28., 0.33)}
circle = -PI + 2 * PI * (np.arange(240) + 0.5) / 240
probe = np.linspace(-2.8, 2.8, 17)
results = []

for name, (c11, c12, c44, lattice) in metals.items():
    s = solve(c11, c12, c44)
    cubic = cubic_tensor(c11, c12, c44)
    c = rotate(cubic, AXES)

    # rotated constants against direct tensor rotation
    for m, n, value in [(1, 1, s.c11), (2, 2, s.c11), (6, 6, s.c66), (4, 4, s.c44),
                        (5, 5, s.c44), (1, 5, s.c15), (2, 5, -s.c15), (4, 6, -s.c15),
                        (1, 4, 0), (2, 4, 0), (5, 6, 0), (1, 6, 0), (2, 6, 0), (4, 5, 0)]:
        assert abs(voigt(c, m, n) - value) < 1e-9 * c11
    assert abs(voigt(c, 4, 4) * voigt(c, 6, 6) - voigt(c, 1, 5)**2
               - c44 * (c11 - c12) / 2) < 1e-9 * c11**2
    turned = rotate(c, about_line(60))
    assert abs(voigt(turned, 1, 5) + s.c15) < 1e-9 * c11
    turned = rotate(c, about_line(90))
    assert abs(voigt(turned, 1, 5)) < 1e-9 * c11
    assert abs(voigt(turned, 1, 4) - s.c15) < 1e-9 * c11

    # closure: the mean inverse of T(theta) must be free of 13 and 23 terms
    inverse = np.zeros((3, 3))
    for t in circle:
        n = np.array([-np.sin(t), np.cos(t), 0])
        inverse += np.linalg.inv(np.einsum('j,ijkl,l->ik', n, c, n)) / len(circle)
    assert abs(inverse[2, 2] * s.K - 1) < 1e-10
    assert np.max(np.abs(inverse[:2, 2])) * s.K < 1e-10

    # energy factor from the general angular integral in the cubic axes
    mesh = [angular_integral(cubic, n) for n in (6, 12, 24)]
    assert abs(mesh[2][2, 2] / s.K - 1) < 1e-9
    assert np.max(np.abs(mesh[2][:2, 2])) < 1e-9 * s.K

    # equilibrium: the plain screw fails when C15r is not zero, the full field holds
    x, y = np.cos(probe), np.sin(probe)
    left_over = body_force(c, plain_screw, x, y)
    assert np.allclose(np.hypot(left_over[0], left_over[1]), abs(s.c15) / PI,
                       rtol=0, atol=1e-4 * s.c44)
    u = full_field(s)
    # finite-difference truncation, of order h^2 times fourth derivatives, sets the tolerance
    assert np.max(np.abs(body_force(c, u, x, y))) < 1e-4 * s.c44

    # Burgers vector and net line force
    jump = u(-1.0, 1e-13) - u(-1.0, -1e-13)
    assert np.allclose(jump, [0, 0, 1], atol=1e-9)
    x, y = np.cos(circle), np.sin(circle)
    grad = gradient(u, x, y)
    stress = np.einsum('ijkl,klp->ijp', c, grad)
    force = np.mean(stress[:, 0] * x + stress[:, 1] * y, axis=1)
    assert np.max(np.abs(force)) < 1e-5 * s.c44

    # energy factor from the strain energy itself, with and without the edge part
    direct = 4 * PI**2 * np.mean(np.sum(stress * grad, axis=(0, 1)))
    assert abs(direct / s.K - 1) < 1e-5
    grad0 = gradient(plain_screw, x, y)
    stress0 = np.einsum('ijkl,klp->ijp', c, grad0)
    plain = 4 * PI**2 * np.mean(np.sum(stress0 * grad0, axis=(0, 1)))
    assert abs(plain / s.c44 - 1) < 1e-5
    assert s.K <= s.c44 * (1 + 1e-12)

    # peak pressure, found at theta = 30 degrees
    spot = gradient(u, np.array([np.cos(PI / 6)]), np.array([0.5]))
    p_spot = -np.einsum('iikl,klp->p', c, spot)[0] / 3
    assert abs(p_spot - s.pressure) < 1e-5 * s.bulk
    p_circle = -np.einsum('iip->p', stress) / 3
    assert np.max(np.abs(p_circle)) < abs(s.pressure) + 1e-5 * s.bulk

    # numbers for the worked example
    b = lattice * np.sqrt(3) / 2
    unit = 1e-18 / charge                      # GPa nm^2 expressed in eV/nm
    half = [5.0 if v >= 100 else 0.5 for v in (c11, c12, c44)]
    corners = [solve(c11 + i * half[0], c12 + j * half[1], c44 + k * half[2])
               for i, j, k in itertools.product((-1, 1), repeat=3)]
    soft_shear = 0.9 * (c11 - c12) / 2
    soft = solve(s.bulk + 4 * soft_shear / 3, s.bulk - 2 * soft_shear / 3, c44)
    voigt_mean = (c11 - c12 + 3 * c44) / 5
    prefactor = s.K * b**2 / (4 * PI) * unit
    results.append([
        ('input C11', 'GPa', c11, '.0f'), ('input C12', 'GPa', c12, '.0f'),
        ('input C44', 'GPa', c44, '.0f'), ('input lattice parameter', 'nm', lattice, '.2f'),
        ('Burgers vector b', 'nm', b, '.4f'),
        ('anisotropy 2C44/(C11-C12)', '1', 2 * c44 / (c11 - c12), '.3f'),
        ('H', 'GPa', s.H, '.1f'),
        ('rotated C11', 'GPa', s.c11, '.2f'), ('rotated C66', 'GPa', s.c66, '.2f'),
        ('rotated C44 (plain-screw factor)', 'GPa', s.c44, '.2f'),
        ('rotated C15', 'GPa', s.c15, '.2f'),
        ('G1', 'GPa', s.G1, '.2f'), ('G2', 'GPa', s.G2, '.2f'),
        ('rho', '1', s.rho, '.4f'),
        ('energy factor K', 'GPa', s.K, '.2f'),
        ('K from strain-energy integral', 'GPa', direct, '.2f'),
        ('K mesh shift, 6 to 12 angles', 'GPa', abs(mesh[1][2, 2] - mesh[0][2, 2]), '.1e'),
        ('K mesh shift, 12 to 24 angles', 'GPa', abs(mesh[2][2, 2] - mesh[1][2, 2]), '.1e'),
        ('K relative to plain screw', '%', 100 * (s.K / s.c44 - 1), '.2f'),
        ('prefactor K b^2/(4 pi)', 'eV/nm', prefactor, '.3f'),
        ('E/L for r0 = b, R = 1000 nm', 'eV/nm', prefactor * np.log(1000 / b), '.2f'),
        ('left-over force, plain, r = 1 nm', 'GPa/nm', abs(s.c15) * b / PI, '.3f'),
        ('edge amplitude X3 / b', '%', 100 * s.X[0], '.3f'),
        ('edge amplitude X3 (u_r)', 'pm', 1000 * b * s.X[0], '.3f'),
        ('edge amplitude Y3 (u_theta)', 'pm', 1000 * b * s.Y[0], '.3f'),
        ('edge amplitude X9 (u_r)', 'pm', 1000 * b * s.X[1], '.4f'),
        ('bulk modulus B', 'GPa', s.bulk, '.1f'),
        ('pressure, r = 1 nm, theta = 30 deg', 'GPa', s.pressure * b, '.3f'),
        ('rounding of inputs: lowest K', 'GPa', min(v.K for v in corners), '.1f'),
        ('rounding of inputs: highest K', 'GPa', max(v.K for v in corners), '.1f'),
        ('rounding of inputs: lowest X3', 'pm', 1000 * b * min(v.X[0] for v in corners), '.2f'),
        ('rounding of inputs: highest X3', 'pm', 1000 * b * max(v.X[0] for v in corners), '.2f'),
        ('E/L change if r0 is doubled', 'eV/nm', -prefactor * np.log(2), '.2f'),
        ('radius where b/(2 pi r) = 0.02', 'nm', b / (2 * PI * 0.02), '.2f'),
        ('u_r at 1 nm, core area +0.1 b^2', 'pm', 1000 * 0.1 * b**2 / (2 * PI), '.2f'),
        ('K change, C11-C12 down 10%, B fixed', '%', 100 * (soft.K / s.K - 1), '.2f'),
        ('image stress K b/(2 pi d), d = 3 nm', 'GPa', s.K * b / (2 * PI * 3), '.3f'),
        ('Voigt average shear modulus', 'GPa', voigt_mean, '.1f'),
        ('error of Voigt average as K', '%', 100 * (voigt_mean / s.K - 1), '.1f'),
    ])

print('quantity [unit]'.ljust(46) + ''.join(name.rjust(10) for name in metals))
for row in zip(*results):
    label, unit_name, _, form = row[0]
    cells = ''.join(format(item[2] + 0.0, form).rjust(10) for item in row)
    print((label + ' [' + unit_name + ']').ljust(46) + cells)
print('all good')
```

Running it gives:

```
quantity [unit]                                        W        Fe        Nb
input C11 [GPa]                                      520       230       250
input C12 [GPa]                                      200       130       130
input C44 [GPa]                                      160       120        28
input lattice parameter [nm]                        0.32      0.29      0.33
Burgers vector b [nm]                             0.2771    0.2511    0.2858
anisotropy 2C44/(C11-C12) [1]                      1.000     2.400     0.467
H [GPa]                                              0.0     140.0     -64.0
rotated C11 [GPa]                                 520.00    300.00    218.00
rotated C66 [GPa]                                 160.00     96.67     38.67
rotated C44 (plain-screw factor) [GPa]            160.00     73.33     49.33
rotated C15 [GPa]                                   0.00     33.00    -15.08
G1 [GPa]                                          160.00     62.07     43.45
G2 [GPa]                                          160.00     69.70     48.29
rho [1]                                           0.0000    0.0290    0.0264
energy factor K [GPa]                             160.00     65.78     45.80
K from strain-energy integral [GPa]               160.00     65.78     45.80
K mesh shift, 6 to 12 angles [GPa]               0.0e+00   1.1e-01   6.4e-02
K mesh shift, 12 to 24 angles [GPa]              2.8e-14   9.3e-05   4.5e-05
K relative to plain screw [%]                       0.00    -10.31     -7.15
prefactor K b^2/(4 pi) [eV/nm]                     6.103     2.061     1.858
E/L for r0 = b, R = 1000 nm [eV/nm]                49.99     17.08     15.16
left-over force, plain, r = 1 nm [GPa/nm]          0.000     2.638     1.372
edge amplitude X3 / b [%]                          0.000     2.309    -2.524
edge amplitude X3 (u_r) [pm]                       0.000     5.799    -7.213
edge amplitude Y3 (u_theta) [pm]                   0.000     3.356    -3.426
edge amplitude X9 (u_r) [pm]                      0.0000    0.0473   -0.0551
bulk modulus B [GPa]                               306.7     163.3     170.0
pressure, r = 1 nm, theta = 30 deg [GPa]           0.000     0.678    -0.508
rounding of inputs: lowest K [GPa]                 155.0      60.4      43.1
rounding of inputs: highest K [GPa]                165.0      71.1      48.4
rounding of inputs: lowest X3 [pm]                 -0.54      5.02     -8.24
rounding of inputs: highest X3 [pm]                 0.53      6.57     -6.14
E/L change if r0 is doubled [eV/nm]                -4.23     -1.43     -1.29
radius where b/(2 pi r) = 0.02 [nm]                 2.21      2.00      2.27
u_r at 1 nm, core area +0.1 b^2 [pm]                1.22      1.00      1.30
K change, C11-C12 down 10%, B fixed [%]            -6.82     -7.01     -6.33
image stress K b/(2 pi d), d = 3 nm [GPa]          2.352     0.876     0.694
Voigt average shear modulus [GPa]                  160.0      92.0      40.8
error of Voigt average as K [%]                      0.0      39.9     -10.9
all good
```
